# Why Two Trans Donors Sharing One Metal Orbital Gain Less Than Double: verification in Python

```python
"""
Result under test: two equivalent filled donors sharing one empty metal
orbital gain less than twice the gain of one donor. The deficit is
  D = 2*W1 - W2 = 32 beta^4 / ((Delta+a)(Delta+b)(a+b)),
  a = sqrt(Delta^2+4 beta^2),  b = sqrt(Delta^2+8 beta^2),
which starts as 4 beta^4/Delta^3.
Delta: metal level above the donor level (donor level = 0)
beta:  donor-metal coupling;  W1, W2: total gains with one, two donors
Extra symbols: tau = energy of the coupled donor pair from direct donor
coupling, S = metal-donor overlap, U = repulsion in the metal orbital.
"""
from itertools import combinations
import numpy as np
from scipy.linalg import eigh
from scipy import constants as const
import mpmath as mp


def solve_sites(levels, coupling, direct=0.0, overlap=None):
    """Fill the lowest orbitals; return gain and total metal population.
    coupling[m, l] joins metal orbital m with donor l."""
    coupling = np.atleast_2d(np.array(coupling, float))
    n_metal, n_donor = coupling.shape
    size = n_metal + n_donor
    h = np.zeros((size, size))
    s = np.eye(size)
    h[:n_metal, :n_metal] = np.diag(levels)
    h[:n_metal, n_metal:] = coupling
    h[n_metal:, :n_metal] = coupling.T
    if direct != 0.0:
        h[n_metal, n_metal + 1] = h[n_metal + 1, n_metal] = direct
    if overlap is not None:
        overlap = np.atleast_2d(np.array(overlap, float))
        s[:n_metal, n_metal:] = overlap
        s[n_metal:, :n_metal] = overlap.T
    energy, vec = eigh(h, s)
    gain = -2 * np.sum(energy[:n_donor])
    population = 2 * np.sum(vec[:n_metal, :n_donor] ** 2)
    return gain, population


def deficit_sites(delta, beta, direct=0.0, overlap=0.0):
    """Even metal orbital; with overlap the matrix element is -beta."""
    one = solve_sites([delta], [[-beta]], overlap=[[overlap]])[0]
    two = solve_sites([delta], [[-beta, -beta]], direct,
                      [[overlap, overlap]])[0]
    return 2 * one - two


def deficit_two_acceptors(d_level, p_level, d_beta, p_beta, overlap=0.0):
    """Even orbital d and odd orbital p both accept from the donors."""
    levels = [d_level, p_level]
    one = solve_sites(levels, [[-d_beta], [-p_beta]],
                      overlap=[[overlap], [overlap]])[0]
    two = solve_sites(levels, [[-d_beta, -d_beta], [-p_beta, p_beta]],
                      overlap=[[overlap, overlap], [overlap, -overlap]])[0]
    return 2 * one - two


def gain_many_electron(delta, beta, repulsion, n_donor):
    """Exact ground state in the space of all electron configurations."""
    n_orb = n_donor + 1
    h = np.zeros((n_orb, n_orb))
    h[0, 0] = delta
    h[0, 1:] = h[1:, 0] = beta
    states = list(combinations(range(2 * n_orb), 2 * n_donor))
    index = {state: i for i, state in enumerate(states)}
    big = np.zeros((len(states), len(states)))
    for state, i in index.items():
        occupied = set(state)
        big[i, i] = sum(h[k // 2, k // 2] for k in state)
        if 0 in occupied and 1 in occupied:
            big[i, i] += repulsion
        for q in state:
            for p in range(2 * n_orb):
                if p in occupied or p % 2 != q % 2:
                    continue
                low, high = min(p, q), max(p, q)
                between = sum(low < k < high for k in state)
                new = tuple(sorted((occupied - {q}) | {p}))
                big[index[new], i] += (-1) ** between * h[p // 2, q // 2]
    return -np.linalg.eigvalsh(big)[0]


def deficit_many_electron(delta, beta, repulsion):
    return (2 * gain_many_electron(delta, beta, repulsion, 1)
            - gain_many_electron(delta, beta, repulsion, 2))


def gain_formula(delta, beta, n_donor):
    return np.sqrt(delta**2 + 4 * n_donor * beta**2) - delta


def deficit_formula(delta, beta):
    a = np.sqrt(delta**2 + 4 * beta**2)
    b = np.sqrt(delta**2 + 8 * beta**2)
    return 32 * beta**4 / ((delta + a) * (delta + b) * (a + b))


def close(x, y, rel):
    return abs(x - y) <= rel * abs(y)


# Gains, populations, deficit and bounds, from weak to strong coupling
for delta in (1.0, 6.0):
    for ratio in (0.05, 0.25, 1.0, 5.0, 50.0):
        beta = ratio * delta
        w1, pop1 = solve_sites([delta], [[beta]])
        w2, pop2 = solve_sites([delta], [[beta, beta]])
        w2_odd = solve_sites([delta], [[beta, -beta]])[0]
        assert close(w1, gain_formula(delta, beta, 1), 1e-10)
        assert close(w2, gain_formula(delta, beta, 2), 1e-10)
        assert close(w2_odd, w2, 1e-10)
        assert close(2 * w1 - w2, deficit_formula(delta, beta), 1e-8)
        assert 0 < 2 * w1 - w2 < 4 * beta**4 / delta**3
        assert 1 / np.sqrt(2) < w2 / (2 * w1) < 1
        assert close(pop1, 1 - delta / np.hypot(delta, 2 * beta), 1e-9)
        assert close(pop2, 1 - delta / np.sqrt(delta**2 + 8 * beta**2), 1e-9)
        assert pop2 < 2 * pop1

# Order and coefficients from high-precision eigenvalues, Delta = 1
mp.mp.dps = 60


def gain_precise(beta, n_donor):
    h = mp.zeros(n_donor + 1)
    h[0, 0] = mp.mpf(1)
    for k in range(1, n_donor + 1):
        h[0, k] = h[k, 0] = beta
    values = sorted(mp.eigsy(h, eigvals_only=True))
    return -2 * sum(values[:n_donor])


small = mp.mpf(10) ** -4
w1_small = gain_precise(small, 1)
w2_small = gain_precise(small, 2)
d_small = 2 * w1_small - w2_small
d_double = 2 * gain_precise(2 * small, 1) - gain_precise(2 * small, 2)
order = float(mp.log(d_double / d_small) / mp.log(2))
fourth = float(d_small / small**4)
sixth = float((d_small / small**4 - 4) / small**2)
assert abs(order - 4) < 1e-5
assert abs(fourth - 4) < 1e-5
assert abs(sixth + 24) < 1e-4
for gain, c2, c4, c6 in ((w1_small, 2, -2, 4), (w2_small, 4, -8, 32)):
    rest = gain / small**2 - c2
    assert abs(rest / small**2 - c4) < 1e-5
    assert abs((rest / small**2 - c4) / small**2 - c6) < 1e-4

# Two equal acceptors of opposite parity remove the sharing
control = deficit_two_acceptors(6.0, 6.0, 1.5, 1.5)
assert abs(control) < 1e-11

# Leading formulas for the effects left out of the basic model, Delta = 1
weak = 0.01
for tau in (-3e-5, 3e-5):
    leading = 4 * weak**4 - 4 * weak**2 * tau
    assert close(deficit_sites(1.0, weak, direct=tau), leading, 5e-3)
for s_weak in (0.002, 0.004):
    leading = 4 * weak**4 + 8 * weak**3 * s_weak
    assert close(deficit_sites(1.0, weak, overlap=s_weak), leading, 5e-3)
for p_beta in (0.008, 0.016):
    leading = 4 * (weak**2 - p_beta**2 / 2) * (weak**2 - p_beta**2 / 4)
    found = deficit_two_acceptors(1.0, 2.0, weak, p_beta)
    assert close(found, leading, 5e-3)
    assert (found < 0) == (p_beta == 0.016)
for u in (0.0, 0.5, 3.0, 100.0):
    leading = 8 * weak**4 * (1 + u) / (2 + u)
    assert close(deficit_many_electron(1.0, weak, u), leading, 5e-3)


def deficit_equatorial(delta, beta):
    ring = [-beta / 2] * 4
    none = solve_sites([delta], [ring])[0]
    one = solve_sites([delta], [ring + [beta]])[0]
    two = solve_sites([delta], [ring + [beta, beta]])[0]
    return 2 * (one - none) - (two - none)


assert close(deficit_equatorial(1.0, weak), 4 * weak**4, 5e-3)

# Worked example, energies in eV
Delta, beta = 6.0, 1.5
W1, pop1 = solve_sites([Delta], [[beta]])
W2, pop2 = solve_sites([Delta], [[beta, beta]])
D = 2 * W1 - W2
to_kj = const.e * const.N_A / 1000
assert close(gain_many_electron(Delta, beta, 0.0, 1), W1, 1e-10)
assert close(gain_many_electron(Delta, beta, 0.0, 2), W2, 1e-10)
tau_zero = W1 / 2
assert abs(deficit_sites(Delta, beta, direct=tau_zero)) < 1e-11
lead4 = 4 * beta**4 / Delta**3
lead6 = lead4 - 24 * beta**6 / Delta**5

print(f"Metal level above donors Delta: {Delta:.2f} eV")
print(f"Coupling beta: {beta:.2f} eV")
print(f"Root a: {np.sqrt(Delta**2 + 4*beta**2):.4f} eV")
print(f"Root b: {np.sqrt(Delta**2 + 8*beta**2):.4f} eV")
print(f"One-donor gain W1: {W1:.4f} eV = {W1*to_kj:.2f} kJ/mol")
print(f"Twice W1: {2*W1:.4f} eV")
print(f"Two-donor gain W2: {W2:.4f} eV = {W2*to_kj:.2f} kJ/mol")
print(f"Gain added by second donor: {W2-W1:.4f} eV")
print(f"Deficit D: {D:.4f} eV = {D*to_kj:.2f} kJ/mol")
print(f"Ratio W2/(2 W1): {W2/(2*W1):.4f}")
print(f"Second-order W1: {2*beta**2/Delta:.4f} eV")
print(f"Second-order W2: {4*beta**2/Delta:.4f} eV")
print(f"Deficit, fourth order: {lead4:.4f} eV")
print(f"Deficit, through sixth order: {lead6:.4f} eV")
print(f"Series limit for beta: {Delta/np.sqrt(8):.4f} eV")
print(f"Metal population, one donor: {pop1:.4f} electrons")
print(f"Metal population, two donors: {pop2:.4f} electrons")
print(f"Measured order of deficit: {order:.6f}")
print(f"Measured fourth-order coefficient: {fourth:.6f}")
print(f"Measured sixth-order coefficient: {sixth:.5f}")
for b in (0.5, 1.0, 1.5, 2.0):
    exact = deficit_sites(Delta, b)
    print(f"beta {b:.1f} eV: D {exact:.5f} eV, "
          f"fourth order {4*b**4/Delta**3:.5f} eV")
print(f"D with two equal acceptors: {abs(control):.6f} eV")
print(f"Direct coupling tau that cancels D: {tau_zero:.4f} eV")
for tau in (-0.05, 0.05):
    print(f"D with tau {tau:+.2f} eV: "
          f"{deficit_sites(Delta, beta, direct=tau):.4f} eV")
S = 0.10
print(f"D with overlap {S:.2f}: "
      f"{deficit_sites(Delta, beta, overlap=S):.4f} eV")
U = 3.0
print(f"D with repulsion U {U:.1f} eV: "
      f"{deficit_many_electron(Delta, beta, U):.4f} eV")
p_level, p_beta = 12.0, 1.5
print(f"Metal p level: {p_level:.1f} eV, coupling {p_beta:.1f} eV")
print(f"D with metal p orbital: "
      f"{deficit_two_acceptors(Delta, p_level, beta, p_beta):.4f} eV")
print(f"D with p orbital and overlap {S:.2f} for both: "
      f"{deficit_two_acceptors(Delta, p_level, beta, p_beta, S):.4f} eV")
print(f"D with four equatorial donors: "
      f"{deficit_equatorial(Delta, beta):.4f} eV")
weaker = solve_sites([Delta], [[0.98 * beta, 0.98 * beta]])[0]
print(f"Loss of W2 if beta falls by 2 percent: {W2-weaker:.4f} eV")
kT = const.k * 400 / const.e
print(f"Thermal energy kT at 400 K: {kT:.4f} eV")
print(f"D divided by kT at 400 K: {D/kT:.2f}")
print("every check passed")
```

It prints:

```
Metal level above donors Delta: 6.00 eV
Coupling beta: 1.50 eV
Root a: 6.7082 eV
Root b: 7.3485 eV
One-donor gain W1: 0.7082 eV = 68.33 kJ/mol
Twice W1: 1.4164 eV
Two-donor gain W2: 1.3485 eV = 130.11 kJ/mol
Gain added by second donor: 0.6403 eV
Deficit D: 0.0679 eV = 6.56 kJ/mol
Ratio W2/(2 W1): 0.9520
Second-order W1: 0.7500 eV
Second-order W2: 1.5000 eV
Deficit, fourth order: 0.0938 eV
Deficit, through sixth order: 0.0586 eV
Series limit for beta: 2.1213 eV
Metal population, one donor: 0.1056 electrons
Metal population, two donors: 0.1835 electrons
Measured order of deficit: 4.000000
Measured fourth-order coefficient: 4.000000
Measured sixth-order coefficient: -24.00000
beta 0.5 eV: D 0.00111 eV, fourth order 0.00116 eV
beta 1.0 eV: D 0.01586 eV, fourth order 0.01852 eV
beta 1.5 eV: D 0.06794 eV, fourth order 0.09375 eV
beta 2.0 eV: D 0.17599 eV, fourth order 0.29630 eV
D with two equal acceptors: 0.000000 eV
Direct coupling tau that cancels D: 0.3541 eV
D with tau -0.05 eV: 0.0771 eV
D with tau +0.05 eV: 0.0587 eV
D with overlap 0.10: 0.1083 eV
D with repulsion U 3.0 eV: 0.0749 eV
Metal p level: 12.0 eV, coupling 1.5 eV
D with metal p orbital: 0.0216 eV
D with p orbital and overlap 0.10 for both: 0.0270 eV
D with four equatorial donors: 0.0515 eV
Loss of W2 if beta falls by 2 percent: 0.0487 eV
Thermal energy kT at 400 K: 0.0345 eV
D divided by kT at 400 K: 1.97
every check passed
```
